# The s character of oxygen bonding hybrids in Si-O-Si bridges: a program that tests the result

```python
"""Bridging oxygen: s character of two equivalent orthogonal sp hybrids.

Result under test: s = cos(theta) / (cos(theta) - 1), 90 <= theta <= 180 deg.
theta : Si-O-Si angle, also the angle between the two hybrid directions
s     : squared 2s coefficient in a normalized oxygen hybrid
The overlap is integrated in space and its zero found without the formula.
A Hartree-Fock calculation on disiloxane sizes what the model neglects.
"""
import numpy as np
import sympy as sp
from scipy.linalg import null_space
from scipy.optimize import brentq
from pyscf import gto, scf, lo
from pyscf.lo import iao

ANGLES = (120.0, 144.0, 180.0)


def s_formula(theta_deg):
    c = np.cos(np.radians(theta_deg))
    return c / (c - 1.0)


def bond_directions(theta_deg):
    half = np.radians(theta_deg) / 2
    return (np.array([np.sin(half), 0.0, np.cos(half)]),
            np.array([-np.sin(half), 0.0, np.cos(half)]))


# Three-dimensional quadrature grid, lengths in bohr
x, wx = np.polynomial.legendre.leggauss(60)
radius, w_radius = 12.5 * (x + 1), 12.5 * wx
z, wz = np.polynomial.legendre.leggauss(10)
phi = np.arange(20) * 2 * np.pi / 20
R, Z, PHI = np.meshgrid(radius, z, phi, indexing="ij")
RHO = np.sqrt(1 - Z**2)
UNIT = np.stack([RHO * np.cos(PHI), RHO * np.sin(PHI), Z])
WEIGHT = (w_radius * radius**2)[:, None, None] * wz[None, :, None] \
    * (2 * np.pi / 20) * np.ones_like(R)
ZETA_S, ZETA_P = 2.5, 2.0   # deliberately different Slater exponents, 1/bohr


def slater_radial(r, zeta):
    return np.sqrt((2 * zeta)**5 / 24) * r * np.exp(-zeta * r)


def hybrid(s, direction, r=R, unit=UNIT):
    cosine = np.tensordot(direction, unit, axes=1)
    s_part = slater_radial(r, ZETA_S) / np.sqrt(4 * np.pi)
    p_part = slater_radial(r, ZETA_P) * np.sqrt(3 / (4 * np.pi)) * cosine
    return np.sqrt(s) * s_part + np.sqrt(1 - s) * p_part


def overlap(s, theta_deg):
    n1, n2 = bond_directions(theta_deg)
    return np.sum(WEIGHT * hybrid(s, n1) * hybrid(s, n2))


def s_numeric(theta_deg):
    return brentq(overlap, 0.0, 1.0, args=(theta_deg,), xtol=1e-13)


print(f"Slater exponents in test: 2s {ZETA_S:.1f}, 2p {ZETA_P:.1f} 1/bohr")
for theta in ANGLES:
    s = s_numeric(theta)
    assert abs(s - s_formula(theta)) < 1e-9
    n1, n2 = bond_directions(theta)
    h1 = hybrid(s, n1)
    assert abs(np.sum(WEIGHT * h1**2) - 1) < 1e-9
    # On a sphere the hybrid has its largest magnitude along its bond
    k = 10
    along_bond = hybrid(s, n1, radius[k], n1)
    assert along_bond >= np.max(np.abs(h1[k])) - 1e-12
    # The orthogonal complement holds the two lone-pair orbitals
    vectors = np.array([np.r_[np.sqrt(s), np.sqrt(1 - s) * n]
                        for n in (n1, n2)])
    lone_s = np.sum(null_space(vectors)[0]**2)
    c = np.cos(np.radians(theta))
    assert abs(lone_s - (1 + c) / (1 - c)) < 1e-8
    ratio = (1 - s) / s
    assert abs(ratio + 1 / c) < 1e-8
    print(f"Angle {theta:.0f} deg: cos = {c:.4f}, s character = {100*s:.2f} %")
    print(f"  coefficients: 2s {np.sqrt(s):.4f}, 2p {np.sqrt(1-s):.4f}")
    print(f"  p-to-s weight ratio = {ratio:.4f}")
    print(f"  s left for both lone pairs together = {100*abs(lone_s):.2f} %")

# Exact value at 144 degrees
c_exact = sp.cos(4 * sp.pi / 5)
assert sp.simplify(sp.radsimp(c_exact / (c_exact - 1)) - 1 / sp.sqrt(5)) == 0

# At 80 degrees every allowed s leaves a positive overlap; at 90, s is zero
smallest = min(overlap(s, 80.0) for s in np.linspace(0, 1, 51))
assert smallest > 0.1
assert abs(overlap(0.0, 90.0)) < 1e-10
print(f"Smallest possible overlap at 80 deg = {smallest:.4f}")

# Sensitivity to the bridge angle
for theta in (120.0, 144.0, 170.0):
    t = np.radians(theta)
    slope = np.sin(t) / (1 - np.cos(t))**2
    difference = (s_numeric(theta + 0.05) - s_numeric(theta - 0.05)) \
        / np.radians(0.1)
    assert abs(slope - difference) < 1e-5 and slope > 0
    if theta == 144.0:
        print("Slope at 144 deg = "
              f"{100*np.radians(1)*slope:.3f} percentage points per deg")
SPREAD = 12.0
print(f"Rough angle spread taken for silica = {SPREAD:.0f} deg each way")
for theta in (144 - SPREAD, 144 + SPREAD):
    print(f"  s character at {theta:.0f} deg = {100*s_numeric(theta):.2f} %")

# Disiloxane as a small model of the bridge
SI_O, SI_H = 1.63, 1.48     # chosen bond lengths, angstrom


def disiloxane(theta_deg):
    atoms = [("O", (0.0, 0.0, 0.0))]
    hydrogens = []
    half = np.radians(theta_deg) / 2
    for n, side in zip(bond_directions(theta_deg), (1, -1)):
        silicon = SI_O * n
        atoms.append(("Si", tuple(silicon)))
        inward = np.array([-side * np.cos(half), 0.0, np.sin(half)])
        for turn in np.radians([180.0, 60.0, -60.0]):
            across = np.cos(turn) * inward + np.sin(turn) * np.array([0, 1, 0])
            direction = n / 3 + np.sqrt(8) / 3 * across
            hydrogens.append(("H", tuple(silicon + SI_H * direction)))
    return gto.M(atom=atoms + hydrogens, basis="def2-svp", verbose=0)


def localize(orbitals, atom_sum, rng):
    """Pipek-Mezey localization by pair rotations, best of several starts."""
    count = orbitals.shape[1]
    best_value, best = -1.0, None
    for start in range(4):
        c = orbitals.copy()
        if start:
            c = c @ np.linalg.qr(rng.normal(size=(count, count)))[0]
        for sweep in range(500):
            gain = 0.0
            for i in range(count):
                for j in range(i):
                    ci, cj = c[:, i].copy(), c[:, j].copy()
                    q = atom_sum @ (ci * cj)
                    d = atom_sum @ (ci**2 - cj**2)
                    a, b = q @ q - d @ d / 4, q @ d
                    gain += a + np.hypot(a, b)
                    g = np.arctan2(b, -a) / 4
                    c[:, i] = np.cos(g) * ci + np.sin(g) * cj
                    c[:, j] = np.cos(g) * cj - np.sin(g) * ci
            if gain < 1e-12:
                break
        value = np.sum((atom_sum @ c**2)**2)
        if value > best_value + 1e-9:
            best_value, best = value, c
    return best


print("Disiloxane, Hartree-Fock/def2-SVP, oxygen part of Si-O orbitals")
print(f"  Si-O = {SI_O/10:.3f} nm, Si-H = {SI_H/10:.3f} nm")
rng = np.random.default_rng(1)
for theta in ANGLES:
    mol = disiloxane(theta)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    metric = mf.get_ovlp()
    atomic = lo.orth.vec_lowdin(iao.iao(mol, occupied), metric)
    coefficients = atomic.T @ metric @ occupied
    # The intrinsic atomic orbitals must span the occupied space
    assert np.allclose(coefficients.T @ coefficients,
                       np.eye(occupied.shape[1]), atol=1e-6)
    labels = iao.reference_mol(mol).ao_labels(fmt=None)
    atom_sum = np.array([[float(lab[0] == k) for lab in labels]
                         for k in range(mol.natm)])
    core_count = 11         # O 1s and two sets of Si 1s, 2s, 2p
    local = localize(coefficients[:, core_count:], atom_sum, rng)
    charges = atom_sum @ local**2
    valence = [k for k, lab in enumerate(labels)
               if lab[0] == 0 and lab[2] in ("2s", "2p")]
    assert len(valence) == 4
    parts, shares = [], []
    for silicon, n in zip((1, 2), bond_directions(theta)):
        bond = np.argmax(charges[0] * charges[silicon])
        v = local[valence, bond]
        v = v / np.linalg.norm(v)
        parts.append(v * np.sign(v[1:] @ n))
        shares.append(charges[0, bond])
    s1, s2 = parts[0][0]**2, parts[1][0]**2
    assert abs(s1 - s2) < 0.01 and abs(shares[0] - shares[1]) < 0.01
    p1, p2 = (v[1:] / np.linalg.norm(v[1:]) for v in parts)
    p_angle = np.degrees(np.arccos(np.clip(p1 @ p2, -1, 1)))
    print(f"  {theta:.0f} deg: s character = {50*(s1+s2):.1f} %, "
          f"model differs by {100*s_formula(theta)-50*(s1+s2):+.1f} points")
    print(f"    angle between hybrids = {p_angle:.1f} deg, "
          f"overlap = {parts[0] @ parts[1]:+.3f}")
    print(f"    oxygen share of bond orbital = {50*sum(shares):.1f} %")

print("all tests passed")
```

Output:

```
Slater exponents in test: 2s 2.5, 2p 2.0 1/bohr
Angle 120 deg: cos = -0.5000, s character = 33.33 %
  coefficients: 2s 0.5774, 2p 0.8165
  p-to-s weight ratio = 2.0000
  s left for both lone pairs together = 33.33 %
Angle 144 deg: cos = -0.8090, s character = 44.72 %
  coefficients: 2s 0.6687, 2p 0.7435
  p-to-s weight ratio = 1.2361
  s left for both lone pairs together = 10.56 %
Angle 180 deg: cos = -1.0000, s character = 50.00 %
  coefficients: 2s 0.7071, 2p 0.7071
  p-to-s weight ratio = 1.0000
  s left for both lone pairs together = 0.00 %
Smallest possible overlap at 80 deg = 0.1736
Slope at 144 deg = 0.313 percentage points per deg
Rough angle spread taken for silica = 12 deg each way
  s character at 132 deg = 40.09 %
  s character at 156 deg = 47.74 %
Disiloxane, Hartree-Fock/def2-SVP, oxygen part of Si-O orbitals
  Si-O = 0.163 nm, Si-H = 0.148 nm
  120 deg: s character = 39.0 %, model differs by -5.6 points
    angle between hybrids = 133.0 deg, overlap = -0.027
    oxygen share of bond orbital = 78.6 %
  144 deg: s character = 45.1 %, model differs by -0.4 points
    angle between hybrids = 147.7 deg, overlap = -0.013
    oxygen share of bond orbital = 79.0 %
  180 deg: s character = 49.7 %, model differs by +0.3 points
    angle between hybrids = 180.0 deg, overlap = -0.005
    oxygen share of bond orbital = 79.4 %
all tests passed
```
